# Lateral drying of a wet low-k dielectric strip

A long strip of porous low-k dielectric occupies $0<x<L$, where $L$ is its full width. Layers above and below seal it, and neither take up nor release water. At $t=0$ the water concentration is $c_0$ everywhere. From then on both edges are held perfectly dry. All the water is mobile and diffuses with a constant diffusivity $D$. The retained fraction $F$ is the total water left in the strip divided by the total at the start.

## Part (a): the equation

**Question.** Derive the equation for the concentration $c(x,t)$, state its initial and edge conditions, and show that the strip's width and diffusivity can be scaled out.

**Answer.** The seals and the great length of the strip leave only transport along $x$. Let $J$ be the water flux, counted positive towards increasing $x$. A slice between $x$ and $x+\Delta x$, of unit cross-section, gains $J(x)$ and loses $J(x+\Delta x)$ per unit time:

$$\Delta x\,\frac{\partial c}{\partial t}=J(x)-J(x+\Delta x).$$

Dividing by $\Delta x$ and letting it shrink gives $\partial c/\partial t=-\partial J/\partial x$. Fick's law is $J=-D\,\partial c/\partial x$, where the minus sign says that water moves towards lower concentration. The two minus signs cancel, and since $D$ is constant it comes out of the derivative:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The conditions are $c(x,0)=c_0$ inside the strip and $c(0,t)=c(L,t)=0$ for $t>0$.

Now set $u=c/c_0$, $X=x/L$ and $\tau=Dt/L^2$. Then $\partial/\partial t=(D/L^2)\,\partial/\partial\tau$ and $\partial^2/\partial x^2=(1/L^2)\,\partial^2/\partial X^2$. The common factor $c_0D/L^2$ cancels:

$$\frac{\partial u}{\partial\tau}=\frac{\partial^2u}{\partial X^2},\qquad u(X,0)=1,\qquad u(0,\tau)=u(1,\tau)=0.$$

No parameter is left. Any chosen retained fraction is therefore reached at a fixed number times $L^2/D$. At fixed $D$, doubling the width multiplies the drying time by four.

## Part (b): the decaying profiles

**Question.** Find the profiles that keep their shape while they decay, and their decay rates.

**Answer.** Such a profile has the form $u=f(X)g(\tau)$. Substitution and division by $fg$ give

$$\frac{g'}{g}=\frac{f''}{f}.$$

The left side depends on $\tau$ alone and the right side on $X$ alone, so both equal a constant. To find its sign, multiply $f''=Kf$ by $f$ and integrate by parts. The edge terms vanish because $f=0$ there, so

$$K\int_0^1f^2\,dX=\int_0^1ff''\,dX=-\int_0^1(f')^2\,dX.$$

Hence $K$ is negative; it cannot be zero, since a constant $f$ that vanishes at the edges is zero everywhere. Write $K=-k^2$ with $k>0$. Then

$$f=A\sin kX+B\cos kX,\qquad g=e^{-k^2\tau}.$$

The dry edge at $X=0$ requires $B=0$. The one at $X=1$ requires $\sin k=0$, so $k=n\pi$ with $n=1,2,3,\dots$ The profiles are $\sin(n\pi X)$, and they decay as $e^{-n^2\pi^2\tau}$. Profiles with more oscillations have shorter distances between wet and dry regions and so decay faster.

## Part (c): the retained fraction

**Question.** Express $F(\tau)$ as a series, and check its value at $\tau=0$.

**Answer.** The equation is linear, so the solution is a sum of these profiles:

$$u(X,\tau)=\sum_{n=1}^{\infty}b_n\sin(n\pi X)\,e^{-n^2\pi^2\tau}.$$

The coefficients follow from the uniform start. For integers $m\neq n$,

$$\int_0^1\sin(m\pi X)\sin(n\pi X)\,dX=\frac12\int_0^1\{\cos[(m-n)\pi X]-\cos[(m+n)\pi X]\}\,dX=0,$$

because each cosine integrates to a sine that vanishes at both limits. For $m=n$ the first cosine is 1 and the integral is $1/2$. Multiplying $u(X,0)=1$ by $\sin(n\pi X)$ and integrating thus gives

$$\frac{b_n}{2}=\int_0^1\sin(n\pi X)\,dX=\frac{1-\cos n\pi}{n\pi}=\frac{1-(-1)^n}{n\pi}.$$

For even $n$ this is zero: those profiles are antisymmetric about the centre, while the start is symmetric. For odd $n$, $b_n=4/(n\pi)$.

The retained fraction is the average of $u$ over the width. For odd $n$ the average of $\sin(n\pi X)$ is the same integral, $2/(n\pi)$. Therefore

$$F(\tau)=\sum_{n\ \mathrm{odd}}\frac{8}{n^2\pi^2}\,e^{-n^2\pi^2\tau}.$$

At $\tau=0$ we need the sum of $1/n^2$ over odd $n$. The sum over all $n$ is $\pi^2/6$, and the even terms contribute one quarter of that, so the odd terms give $\frac34\cdot\frac{\pi^2}{6}=\frac{\pi^2}{8}$. Hence $F(0)=1$, as required.

## Part (d): the time to one percent

**Question.** Show that one percent of the water remains after approximately $0.445\,L^2/D$, and bound the error made by keeping one term of the series.

**Answer.** Every term of $F$ is positive and falls with time. $F$ therefore decreases steadily from 1 towards 0 and passes 0.01 once. Keeping the term $n=1$,

$$\frac{8}{\pi^2}e^{-\pi^2\tau_1}=\frac1{100}
\quad\Rightarrow\quad e^{\pi^2\tau_1}=\frac{800}{\pi^2}
\quad\Rightarrow\quad \tau_1=\frac{1}{\pi^2}\ln\frac{800}{\pi^2}.$$

With $\ln(800/\pi^2)=4.39515$ this gives $\tau_1=0.445322$, so

$$t_{1\%}\approx0.445\,\frac{L^2}{D}.$$

Let $R$ be the sum of the omitted terms divided by the first term:

$$R=\sum_{n=3,5,\dots}\frac{1}{n^2}e^{-(n^2-1)\pi^2\tau}
\le\left(\frac{\pi^2}{8}-1\right)e^{-8\pi^2\tau}.$$

The inequality holds because $n^2-1\ge8$ for $n\ge3$, and the remaining sum of $1/n^2$ is $\pi^2/8$ without its first term, 1. At $\tau_1$ the bound is $1.25\times10^{-16}$.

The omitted terms are positive, so the true root lies slightly later, by some $\delta$. Each term decays at least as fast as $e^{-\pi^2\tau}$, hence

$$0.01=F(\tau_1+\delta)\le0.01(1+R)e^{-\pi^2\delta}
\quad\Rightarrow\quad\delta\le\frac{\ln(1+R)}{\pi^2}\le\frac{R}{\pi^2}.$$

This is about $10^{-17}$ at most, so rounding to 0.445 matters far more: at that value 1.0032% remains. A finite-volume solution of the diffusion equation, which does not use the sine series, reaches one percent at $\tau=0.44533$.

## Part (e): the centre, and a sealed edge

**Question.** What is the concentration at the centre when one percent of the water remains? How long does the strip take if one edge is sealed instead of dry?

**Answer.** At this time the profile is very nearly the first sine. Its average is $2/\pi$ times its peak, so the peak is $\pi/2$ times the average:

$$u\left(\tfrac12,\tau_1\right)\approx\frac{\pi}{2}\times0.01=0.01571.$$

The centre still holds 1.571% of its initial concentration, and the finite-volume solution gives the same figure. A requirement that no point exceed one percent would need a longer time.

If one edge is sealed, no water crosses it, so $\partial c/\partial x=0$ there. Reflect the strip in that edge. The result is a strip of width $2L$ with two dry edges and a uniform start, whose symmetry ensures zero slope at its centre. Each half retains the same fraction as the whole, so

$$t_{1\%}^{\text{one edge}}\approx0.445\,\frac{(2L)^2}{D}=1.78\,\frac{L^2}{D}.$$

Losing one exit costs a factor of four, because the longest escape path doubles.

## Part (f): the beginning of drying

**Question.** Find $F$ for $\tau\ll1$. What would its extrapolation predict for the time to one percent?

**Answer.** One term cannot describe the start: at $\tau=0$ it gives 0.811 instead of 1. For $\tau>0$, differentiate the series. The factor $n^2\pi^2$ cancels the denominator:

$$\frac{dF}{d\tau}=-8\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\tau}.$$

For small $\tau$ the terms vary slowly with $n$. The odd integers are spaced by 2, so the sum is approximately half an integral:

$$\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\tau}\approx\frac12\int_0^\infty e^{-\pi^2\tau n^2}\,dn
=\frac12\cdot\frac12\sqrt{\frac{\pi}{\pi^2\tau}}=\frac{1}{4\sqrt{\pi\tau}}.$$

Thus $dF/d\tau\approx-2/\sqrt{\pi\tau}$. Integrating from $F(0)=1$,

$$F(\tau)\approx1-4\sqrt{\frac{\tau}{\pi}}.$$

In this regime each edge dries as if the other were infinitely far away. Setting the expression to 0.01 would give $\tau=\pi(0.99/4)^2=0.192$, less than half the correct time. The first term of the series shows that about 12% of the water is then still present. The square-root law fails once the two drying regions meet, after which the loss becomes exponential.

## Part (g): a numerical case

**Question.** A porous organosilicate strip is 100 µm wide and 200 nm thick. Take $D=10^{-8}\ \mathrm{cm^2/s}$ at 300 K as a rough illustrative value. Find the time to one percent, and the extra time for each further tenfold reduction.

**Answer.** The width is $10^{-2}$ cm, so

$$\frac{L^2}{D}=\frac{10^{-4}\ \mathrm{cm^2}}{10^{-8}\ \mathrm{cm^2/s}}=10^4\ \mathrm{s},
\qquad t_{1\%}=0.4453\times10^4\ \mathrm{s}=4453\ \mathrm{s},$$

or 1.24 h. Since $D$ is known only roughly, the estimate supports no more than "of the order of an hour". The film thickness does not enter while the seals are perfect.

Once the first term dominates, a further factor of ten in $F$ requires $\pi^2\Delta\tau=\ln10$, so $\Delta\tau=0.233$. Here that is about 2300 s per decade.

## Part (h): water that stays

**Question.** Suppose a fraction $r$ of the initial water is permanently bound. Find the retained fraction, and the change in drying time for $r=0.5\%$. Show that slightly humid edges lead to the same formula.

**Answer.** The bound part stays and the mobile part $1-r$ dries as before:

$$F_r(\tau)=r+(1-r)F(\tau).$$

If instead the edges are held at $c=rc_0$, write $c=rc_0+v$. The constant satisfies the diffusion equation, so $v$ does too. It vanishes at both edges and starts at $(1-r)c_0$, which gives the same $F_r$.

Setting $F_r=0.01$ requires

$$F=\frac{0.01-r}{1-r}=\frac{0.005}{0.995}=0.005025.$$

The mobile water must fall further by the factor $0.01/0.005025=1.99$. The relative increase in time is $\ln(1.99)/4.395$, or 15.7%. At $r=1\%$ the target is approached but not reached in finite time, and for larger $r$ it is never reached, however long the strip dries.

## Part (i): a dense skin at the edges

**Question.** Etching leaves a skin of thickness $s=10$ nm at each edge, with a diffusivity $D_s=D/100$ and the same water solubility as the film. Its outer face is dry. Estimate the change in drying time to leading order.

**Answer.** The skin is thin and fills or empties in a time of order $s^2/D_s=0.01$ s, so its concentration profile is a straight line throughout nearly all of the drying. At the left edge, equal flux on the two sides of the boundary between skin and film requires

$$D\frac{\partial c}{\partial x}=D_s\frac{c}{s}
\quad\Rightarrow\quad c=\ell\,\frac{\partial c}{\partial x},\qquad \ell=\frac{sD}{D_s}=1.0\ \text{µm}.$$

A straight line with this slope reaches zero a distance $\ell$ outside the film. The skin thus acts like an extra width $\ell$ at each edge. Let $q=2\ell/L=0.02$. Measured from the centre in units of $L$, with $\xi=X-\tfrac12$, the slowest profile is approximately

$$f=\cos k\xi,\qquad k=\frac{\pi}{1+q},\qquad |\xi|<\tfrac12.$$

The profiles remain orthogonal. Integrating by parts twice, for two of them,

$$(k_m^2-k_n^2)\int f_mf_n\,d\xi=\big[f_mf_n'-f_nf_m'\big]_{-1/2}^{1/2},$$

and the right side vanishes because $f'/f$ at each edge is the same for all profiles. The coefficient of $f$ in the uniform start is therefore $\langle f\rangle/\langle f^2\rangle$, where the brackets are averages over the film. Averaging once more gives its weight in $F$ as $\langle f\rangle^2/\langle f^2\rangle$. To first order in $q$,

$$\langle f\rangle=\frac{2}{k}\sin\frac{k}{2}\approx\frac{2(1+q)}{\pi},\qquad
\langle f^2\rangle=\frac12+\frac{\sin k}{2k}\approx\frac{1+q}{2}.$$

The first result uses $\sin(k/2)=1+O(q^2)$. The second uses $\sin k\approx\pi q$. The weight is $8(1+q)/\pi^2$, and the decay rate is $\pi^2/(1+q)^2$. Hence

$$\tau_{1\%}\approx\frac{(1+q)^2}{\pi^2}\ln\frac{800(1+q)}{\pi^2}.$$

For $q=0.02$ the time rises by 4.51%. A finite-volume calculation with the skin's resistance at each edge gives 4.49%. Both figures take the skin to lie outside the width $L$; if it is formed within the 100 µm, the rise is about 4.44%. A skin only 10 nm thick matters because its resistance equals that of 1 µm of film.

## Part (j): how far the model can be trusted

**Question.** Assess the remaining assumptions for the strip of part (g): constant $D$, infinite length, fixed temperature and perfect seals.

**Answer.** Each estimate below changes one assumption and holds the others fixed.

*Constant diffusivity.* If $D$ rises linearly with water content, from $10^{-8}\ \mathrm{cm^2/s}$ when dry to 1.5 times that at $c_0$, a numerical solution gives a time 5.3% shorter.

*Infinite length.* Let the strip have length $W=1$ cm and dry ends. The product of a solution in $x$ and one along the length satisfies the two-dimensional diffusion equation, the uniform start and all the dry edges. The retained fraction is therefore $F(\tau)F(\tau L^2/W^2)$. The second factor is close to 1, and the time falls by 0.34%.

*Temperature.* With an assumed activation energy of 0.3 eV, a film at 290 K instead of 300 K dries more slowly by the factor

$$\exp\left[\frac{0.3\ \mathrm{eV}}{k_B}\left(\frac1{290\ \mathrm K}-\frac1{300\ \mathrm K}\right)\right]=1.49.$$

The 49% increase exceeds the other time changes computed in this part.

*Perfect seals.* Take barriers of thickness $h_b=50$ nm and diffusivity $D_b=10^{-16}\ \mathrm{cm^2/s}$ above and below, with the film's solubility. If their outer faces are dry, steady leakage through both would remove water at the rate $2D_b/(h_bh)=2.0\times10^{-6}\ \mathrm{s^{-1}}$, where $h$ is the film thickness. Compared with the edge drying rate $\pi^2D/L^2=9.87\times10^{-4}\ \mathrm{s^{-1}}$, this would shorten drying by 0.20%.

That figure is not a safe correction. A steady flow needs a time of order $h_b^2/D_b=2.5\times10^5$ s, far longer than the drying. Meanwhile water penetrates a depth of order $\sqrt{D_bt_{1\%}}\approx7$ nm into each barrier. Two such layers can hold about 7% as much water as the 200 nm film held at first, which exceeds the one percent being sought. Initially wet barriers feed the film late in drying. Initially dry ones take up water (less than 2% of the film's initial content, because the film is drying meanwhile) and return some of it. Solving the film and these barriers together, the time for the film's water to fall to one percent is longer, not shorter: by about 35% if the barriers start as wet as the film, and by about 3.5% if they start dry. With wet barriers the late decay is also no longer the exponential of part (g): the film reaches 0.1% at $\tau\approx5.0$ instead of 0.68. A sufficient condition for neglecting this exchange is therefore

$$\frac{2\sqrt{D_bt_{1\%}}}{h}\ll0.01,$$

or $D_b\ll2\times10^{-18}\ \mathrm{cm^2/s}$ for these dimensions and equal solubility. The shift falls only about as $\sqrt{D_b}$: initially wet barriers still lengthen drying by 3.3% at $2\times10^{-18}$, 1.0% at $2\times10^{-19}$ and 0.3% at $2\times10^{-20}\ \mathrm{cm^2/s}$. A barrier that dissolves much less water than the film may have a larger $D_b$.

*The real material.* Water diffusivities of porous organosilicate films differ by orders of magnitude with pore structure and surface chemistry, and the drying time scales as $1/D$. A width of 100 µm suits a broad unpatterned area or a test structure, not the gap between neighbouring fine metal lines. Plasma processing can leave silanol groups that bind water, which breaks the assumption that all water is mobile. Part (h) shows the consequence: 0.5% of permanently bound water adds 15.7% to the time, and 1% or more puts the target out of reach at that temperature. The result $0.445\,L^2/D$ is thus an estimate for mobile water in a well-sealed film with open, dry edges.

## Values computed for the example and the checks

```
MAIN RESULT
first-mode weight 8/pi^2: 0.81057 (no unit)
ln(800/pi^2): 4.39515 (no unit)
one-term D t/L^2 at 1 %: 0.445322 (no unit)
finite-volume D t/L^2 at 1 %: 0.44533 (no unit)
bound on omitted/first term: 1.25e-16 (no unit)
series root minus one-term: 6.04e-18 (no unit)
retained at D t/L^2 = 0.445: 1.0032 %
centre value, formula: 1.571 % of initial
centre value, numerical: 1.571 % of initial
EXAMPLE (rough inputs)
strip width L: 100 um
film thickness: 200 nm
diffusivity D: 1.0e-08 cm^2/s
temperature: 300 K
L^2/D: 10000 s
time to 1 %: 4453 s
time to 1 %, converted: 1.24 h
NEGLECTED EFFECTS (rough inputs; change of drying time)
leftover water fraction r: 0.5 %
change from leftover water: +15.7 %
edge skin thickness: 10 nm
film D / skin D: 100 (no unit)
extra width per edge: 1.0 um
change from skin, formula: +4.51 %
change from skin, numerical: +4.49 %
wet D / dry D: 1.5 (no unit)
change from wet D: -5.3 %
barrier thickness: 50 nm
barrier diffusivity: 1.0e-16 cm^2/s
edge drying rate pi^2 D/L^2: 9.87e-04 1/s
barrier leak rate: 2.00e-06 1/s
change from barrier leak: -0.20 %
barrier D for leak = 1 % of edge rate: 4.9e-16 cm^2/s
two-layer / lumped leak rate: 0.853 (no unit)
strip length W: 10000 um
change from dry ends: -0.34 %
activation energy: 0.3 eV
temperature error (cooler): 10 K
change from cooler film: +49 %
```
